# Tutorial sheet: the ⁴T₂–²E crossing of octahedral d³ and the spin-orbit mixed lifetime

## Problem

Energies are in cm⁻¹. A d³ ion such as Cr³⁺ sits in an octahedral field that puts \(t_2\) orbitals at \(-4Dq\) and \(e\) orbitals at \(+6Dq\). The Racah parameters are defined by \(F^0=A+\tfrac75C\), \(F^2=49B+7C\), \(F^4=\tfrac{63}5C\), and \(x=Dq/B\), \(c=C/B\). Take round model values \(B=700\), \(c=4.5\), spin-orbit constant \(\zeta_{so}=200\), one symmetric mode with \(\hbar\omega=400\) and Huang-Rhys factor \(S=4\), and a pure ⁴T₂ lifetime \(\tau_T=50\ \mu\)s.

(a) Without spin-orbit coupling, find the \(x\) at which ⁴T₂ crosses the lowest ²E.

(b) Reduce \(H_{so}=\zeta_{so}\sum_i\mathbf l_i\cdot\mathbf s_i\) in the 16 states of ²E and ⁴T₂ to its smallest matrix.

(c) Find the lifetime at the crossing at 300 K in a rigid lattice.

(d) Let ⁴T₂ relax along the mode. Where does emission change from band to line?

## Hints

1. Write each d orbital as a quadratic form; the repulsion integrals become traces.
2. Keep only \(M_S=\tfrac12\) determinants even under \(D_2\) and \(C_{4z}\).
3. Subtract \(E({}^4T_2)\) and see which diagonal elements still contain \(x\).
4. Each \(l_k\) sends one \(t_2\) orbital into \(e\).
5. A Tanabe-Sugano diagram gives energies at fixed geometry.

## Solution

### Integrals

Let \(d_a=\tfrac{\sqrt{15}}2\,\hat r^{T}m_a\hat r\), normalised to the sphere average \(\langle\cdot\rangle\). For \(\xi\propto yz\), \(\eta\propto zx\), \(\zeta\propto xy\), \(m\) has two off-diagonal ones; \(m_\theta=\mathrm{diag}(-1,-1,2)/\sqrt3\), \(m_\epsilon=\mathrm{diag}(1,-1,0)\); \(\mathrm{Tr}\,m_am_b=2\delta_{ab}\). The kernel \(P_k(\cos\gamma)\) projects on degree \(k\) with factor \(1/(2k+1)\), so \((ab|cd)=\sum_kF^k\langle f_kg_k\rangle/(2k+1)\) with \(f=d_ad_b\), \(g=d_cd_d\).

The coefficient of \(C\) is \(\tfrac75\) for each \(k\), giving \(\tfrac75\langle d_ad_bd_cd_d\rangle\). Pairing the eight unit vectors makes \(\langle d^4\rangle\) depend on \((\mathrm{Tr}\,m^2)^2\) and \(\mathrm{Tr}\,m^4\), and Cayley-Hamilton gives \(\mathrm{Tr}\,m^4=\tfrac12(\mathrm{Tr}\,m^2)^2\) for traceless \(3\times3\) matrices. The symmetric tensor is therefore a sum of \(\delta\delta\) terms, fixed by \(\tfrac75\cdot225\langle x^4y^4\rangle=\tfrac75\cdot225\cdot\tfrac9{945}=3\).

The coefficient of \(B\) is \(\tfrac{49}5\langle f_2g_2\rangle\). For traceless forms the pair average is \(\tfrac2{15}\mathrm{Tr}\,MN\) and the triple average \(\tfrac8{105}\mathrm{Tr}\,MNK\), so \(f_2\) has matrix \(\tfrac27\cdot\tfrac{15}4n_{ab}\), with \(n_{ab}\) the traceless part of \(m_am_b+m_bm_a\). Since \(\tfrac{49}5\cdot\tfrac2{15}\cdot(\tfrac{15}{14})^2=\tfrac32\),
\[(ab|cd)=A\delta_{ab}\delta_{cd}+\tfrac32B\,\mathrm{Tr}(n_{ab}n_{cd})+C(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).\]
\(A\) shifts every state by \(3A\) and is dropped. Multiplication gives \(n_{\theta\theta}=-n_{\zeta\zeta}=-n_{\epsilon\epsilon}=\tfrac2{\sqrt3}m_\theta\), \(n_{\zeta\theta}=-\tfrac2{\sqrt3}m_\zeta\), \(n_{\theta\epsilon}=-\tfrac2{\sqrt3}m_\epsilon\), \(n_{\zeta\epsilon}=0\), \(n_{\xi\eta}=m_\zeta\).

Let \(\theta_k\) be the \(z^2\)-like orbital on the axis missing from \(k\): \(\theta_\zeta=\theta\), \(\theta_\xi=-\tfrac12\theta+\tfrac{\sqrt3}2\epsilon\), \(\theta_\eta=-\tfrac12\theta-\tfrac{\sqrt3}2\epsilon\), with projector \(\pi_k\). Then \(J_{kk}=J_{\epsilon\epsilon}=4B+3C\), \(J'=J_{\xi\eta}=-2B+C\), \(K'=K_{\xi\eta}=3B+C\), \(J_{\theta\epsilon}=-4B+C\), \(K_{\theta\epsilon}=4B+C\). As operators on the \(e\) space, \(J_k=4B+C-8B\pi_k\) and \(K_k=C+4B\pi_k\). Finally \(I_\zeta(e)=(\xi\eta|\zeta e)=\kappa\langle\theta_\zeta|e\rangle\) and cyclically, with \(\kappa=-2\sqrt3B\).

### (a) The crossing

Quartets. \(|\xi\eta\zeta|\) is ⁴A₂, with repulsion \(3(J'-K')=-15B\). The ⁴T₂ functions are \(T_z=|\xi\eta\epsilon|\), \(T_x=|e_x\eta\zeta|\), \(T_y=|\xi e_y\zeta|\), where \(e_x=-\tfrac{\sqrt3}2\theta-\tfrac12\epsilon\propto y^2-z^2\) and \(e_y\propto z^2-x^2\). The ten quartet determinants give A₂ (\(t_2^3\)), T₁+T₂ (\(t_2^2e\)) and T₁ (\(t_2e^2\)), so A₂ and T₂ mix with nothing. With \(J_k-K_k=4B-12B\pi_k\) and \(\langle\epsilon|\pi_{\xi,\eta}|\epsilon\rangle=\tfrac34\), \(T_z\) has repulsion \(-5B+2(-5B)\). Hence
\[E({}^4A_2)=-12Dq-15B,\qquad E({}^4T_2)=-2Dq-15B.\]

Doublets. A bar marks spin down. Evenness under \(D_2\) leaves \(\xi\eta\zeta\), \(|k\bar ke|\) and \(e^3\). Under \(C_{4z}\), \(\xi\to-\eta\), \(\eta\to\xi\), \(\zeta\to-\zeta\), \(\epsilon\to-\epsilon\), and five even functions remain. The pairs \(k\bar k\) permute like \(x^2,y^2,z^2\) and form \(P_\theta=(2\zeta\bar\zeta-\xi\bar\xi-\eta\bar\eta)/\sqrt6\) and \(P_\epsilon=(\xi\bar\xi-\eta\bar\eta)/\sqrt2\). The scalar product \(P_\theta\theta+P_\epsilon\epsilon\) is A₁; the other four are ²E:
\[\Phi_1=\tfrac{|\xi\bar\eta\zeta|-|\bar\xi\eta\zeta|}{\sqrt2},\quad \Phi_2=\tfrac1{\sqrt3}\sum_k|k\bar k\theta|,\quad \Phi_3=\tfrac{P_\epsilon\epsilon-P_\theta\theta}{\sqrt2},\quad \Phi_4=|\epsilon\bar\epsilon\theta|.\]

The Slater-Condon rules give the repulsion. In \(\Phi_1\) each determinant has \(3J'-K'\) and the two are joined by \(-K'\), so \(H_{11}=3J'\). For \(\Phi_4\), \(J_{\epsilon\epsilon}+2J_{\theta\epsilon}-K_{\theta\epsilon}=-8B+4C\). \(H_{14}=0\) because three orbitals differ.

In \(t_2^2e\), different pairs with the same \(e\) orbital are joined by \(K'\), so the symmetric pair has \(J_{kk}+2K'=10B+5C\) and the E pairs \(J_{kk}-K'=B+2C\). The \(e\) electron beside pair \(k\) feels \(2J_k-K_k=8B+C-20B\pi_k\). The overlaps with \(\theta_k\) of the \(e\) function attached to pair \((\xi,\eta,\zeta)\) are \((-\tfrac12,-\tfrac12,1)/\sqrt3\) in \(\Phi_2\) and \((\tfrac12,\tfrac12,-1)/\sqrt3\) in \(\Phi_3\). Squares sum to \(\tfrac12\) and cross products to \(-\tfrac12\), so repulsion gives \(8B+6C\), \(-B+3C\) and \(H_{23}=10B\).

For \(\Phi_1\) with \(|k\bar ke|\), bring the shared spin-orbital to the front. Against \(k=\xi,\eta,\zeta\), \(|\xi\bar\eta\zeta|\) gives \(I_\zeta,\ I_\zeta-I_\xi,\ -I_\xi\), and \(|\bar\xi\eta\zeta|\) gives \(I_\eta-I_\zeta,\ -I_\zeta,\ I_\eta\). The difference is \((\tfrac52,\tfrac52,1)\kappa\) for \(e=\theta\) and \((\tfrac{\sqrt3}2,-\tfrac{\sqrt3}2,0)\kappa\) for \(e=\epsilon\). So \(H_{12}=6\kappa/\sqrt6=-6\sqrt2B\) and \(H_{13}=\tfrac12(\sqrt{3/2}+3/\sqrt6)\kappa=-3\sqrt2B\).

For \(\Phi_4\), \(|k\bar k\theta|\) gives \(\langle\epsilon|K_k|\epsilon\rangle=(3B+C,\,3B+C,\,C)\) and \(|k\bar k\epsilon|\) gives \(-\langle\theta|K_k|\epsilon\rangle=(\sqrt3,-\sqrt3,0)B\). So \(H_{24}=\sqrt3(2B+C)\) and \(H_{34}=(\sqrt6+\sqrt6)B/\sqrt2\).

Adding the field energies \(-12,-2,-2,18\) in \(Dq\) and subtracting \(E({}^4T_2)\),
\[\frac{H-E({}^4T_2)}B=\begin{pmatrix}9+3c-10x&-6\sqrt2&-3\sqrt2&0\\-6\sqrt2&23+6c&10&\sqrt3(2+c)\\-3\sqrt2&10&14+3c&2\sqrt3\\0&\sqrt3(2+c)&2\sqrt3&7+4c+20x\end{pmatrix}.\]
The crossing is a zero eigenvalue. The middle block \(N\) is free of \(x\). With \(u=(-6\sqrt2,-3\sqrt2)\) and \(v=\sqrt3(2+c,2)\), the middle rows give \((c_2,c_3)=-N^{-1}(uc_1+vc_4)\), and the outer rows then require
\[(\alpha-10x)(\beta+20x)=\gamma^2,\]
\[\alpha=9+3c-uN^{-1}u,\quad\beta=7+4c-vN^{-1}v,\quad\gamma=uN^{-1}v.\]
For \(c=4.5\), \(N\) has diagonal 50 and 27.5 and determinant 1275. Then \(uN^{-1}u=(1980-720+900)/1275=1.6941\), and likewise \(vN^{-1}v=2.5926\), \(\gamma=-2.0316\), so \(\alpha=20.8059\), \(\beta=22.4074\), \(\gamma^2=4.1275\). Expanding, \(200x^2-192.044x-462.079=0\). The product of the roots is negative, so one is positive:
\[x^*=\frac{192.044+\sqrt{192.044^2+800\cdot462.079}}{400}=\frac{192.044+637.608}{400}=2.074.\]
Since \(N>0\) and \(\beta+20x>0\), the lower \(3\times3\) block is positive definite; by interlacing at most one eigenvalue is not positive, so the root belongs to the lowest ²E. Here \(10Dq=14519\) cm⁻¹ \(=1.80\) eV, and the eigenvector is \((0.9826,0.1539,0.0996,-0.0312)\). For \(\Delta=E({}^4T_2)-E({}^2E)\) the Hellmann-Feynman theorem gives \(d\Delta/dDq=10(1-n_e)=9.635\), with \(n_e=c_2^2+c_3^2+3c_4^2=0.0365\) electrons in \(e\). ²E is almost flat above ⁴A₂ because both are nearly \(t_2^3\).

### (b) Spin-orbit mixing to first order

From \(l_x=-i(y\partial_z-z\partial_y)\): \(l_x\xi=-2ie_x\), \(l_x\eta=-i\zeta\), \(l_x\zeta=i\eta\), and cyclically; also \(l_z\xi=-i\eta\).

Inside ⁴T₂ the spin function is symmetric, so \(\mathbf s_i\to\mathbf S/3\). The part of \(L_zT_y\) in \(t_2^2e\) is \(-i|\eta e_y\zeta|=i|e_y\eta\zeta|\), and \(\langle e_x|e_y\rangle=-\tfrac12\), so \(\langle T_x|L_z|T_y\rangle=-i/2\). A p function has \(\langle x|l_z|y\rangle=-i\); the cyclic elements match and the rest vanish by \(D_2\). Thus \(\mathbf L=\tfrac12\tilde{\mathbf L}\) with \(\tilde L=1\), and \(H_{so}=\tfrac{\zeta_{so}}6\tilde{\mathbf L}\cdot\mathbf S\). With \(\tilde{\mathbf L}\cdot\mathbf S=\tfrac12[J(J+1)-\tfrac{23}4]\), the shifts \(\varepsilon_J\) are \(\zeta_{so}/4\), \(-\zeta_{so}/6\), \(-5\zeta_{so}/12\), that is 50.0, −33.3, −83.3 cm⁻¹, for \(J=\tfrac52,\tfrac32,\tfrac12\). ²E has no first-order shift, because \(\mathbf l\) is T₁ and E×E lacks T₁.

Act on \(\Phi_1\), whose spins on \(\xi\eta\zeta\) are \(\chi=(\alpha\beta\alpha-\beta\alpha\alpha)/\sqrt2\). The term \(l_zs_z\) leaves \(\xi,\eta\) in a singlet and makes no quartet. Next, \(s_x(\xi)\chi=(\beta\beta\alpha-\alpha\alpha\alpha)/2\sqrt2\) and \(s_y(\eta)\chi=-i(\alpha\alpha\alpha+\beta\beta\alpha)/2\sqrt2\), and \(\beta\beta\alpha\) projects on \(|M_S=-\tfrac12\rangle\) with \(1/\sqrt3\). Multiplying by \(-2iT_x\) and \(-2iT_y\), and using \(|\pm1\rangle=\mp(T_x\pm iT_y)/\sqrt2\),
\[P_TH_{so}\Phi_1=\tfrac{i\zeta_{so}}{\sqrt2}\Big[(T_x+iT_y)|\tfrac32\rangle-\tfrac{T_x-iT_y}{\sqrt3}|{-\tfrac12}\rangle\Big]=-i\zeta_{so}\Big[|1,\tfrac32\rangle+\tfrac1{\sqrt3}|{-1},-\tfrac12\rangle\Big].\]
The squared norm is \(\tfrac43\zeta_{so}^2\), which is \(\tfrac83\) times the squared amplitude on \(T_x|\tfrac32\rangle\). E×T₁ contains T₂ once and \(\tfrac12\otimes1\) contains \(\tfrac32\) once, so every \(\Phi_i\) produces this same vector and one amplitude fixes its factor. With \(s_x\beta=\tfrac12\alpha\), \(|\eta\bar\eta e|\to-\tfrac i2|\eta\zeta e|\) and \(|\zeta\bar\zeta e|\to\tfrac i2|\zeta\eta e|=-\tfrac i2|\eta\zeta e|\), and \(|\eta\zeta e|\) overlaps \(T_x\) by \(\langle e_x|e\rangle\). For \(\Phi_2\) this gives \(\tfrac1{\sqrt3}(-i)(-\tfrac{\sqrt3}2)=\tfrac i2\). \(P_\epsilon\epsilon\) gives \(-i/4\sqrt2\) and \(P_\theta\theta\) gives \(+i/4\sqrt2\), so \(\Phi_3\) gives \(-\tfrac i4\). \(\Phi_4\) is two excitations away and gives zero. Therefore
\[V=\tfrac2{\sqrt3}\zeta_{so}\Big|c_1+\tfrac{c_2}{\sqrt2}-\tfrac{c_3}{2\sqrt2}\Big|=1.1547(0.9826+0.1088-0.0352)\zeta_{so}=1.2196\,\zeta_{so}=243.9.\]

The normalised vector has weight \(\tfrac34\) on \(|1,\tfrac32\rangle\), pure \(J=\tfrac52\), and \(\tfrac14\) on \(|{-1},-\tfrac12\rangle\). Since \(J_+|{-1},-\tfrac32\rangle=\sqrt2|0,-\tfrac32\rangle+\sqrt3|{-1},-\tfrac12\rangle\), the latter is \(\tfrac35\) \(J=\tfrac52\) and \(\tfrac25\) \(J=\tfrac32\). The shares are \(p_{5/2}=\tfrac34+\tfrac3{20}=0.9\) and \(p_{3/2}=0.1\). The four ²E states form one irreducible set of the double group, so by Schur's lemma the problem is four copies of
\[\begin{pmatrix}0&V\sqrt{0.9}&V\sqrt{0.1}\\V\sqrt{0.9}&\Delta+\zeta_{so}/4&0\\V\sqrt{0.1}&0&\Delta-\zeta_{so}/6\end{pmatrix},\]
with two uncoupled pure ⁴T₂ doublets at \(\Delta+\zeta_{so}/4\) and \(\Delta-5\zeta_{so}/12\). Other terms enter at second order: against all 120 determinants at \(x^*\), the largest level error is 0.089 cm⁻¹ at \(\zeta_{so}=10\) and 0.355 at 20, a ratio of 4. This scaling extrapolates to roughly 35 cm⁻¹ at \(\zeta_{so}=200\), so the decimals of the levels in (c) belong to the 16-state model only; the 300 K lifetime at \(x^*\) is less sensitive, 74 µs from all 120 states against 73 µs.

### (c) Lifetime in a rigid lattice

Assume a spin-free transition operator that reaches unmixed ⁴A₂ from ⁴T₂ only, at rate \(1/\tau_T\) per sublevel, with the \(\omega^3\) factor and nonradiative decay ignored. The orbital magnetic dipole is an explicit case: \(L_k|\xi\eta\zeta|=-2iT_k\), since Pauli exclusion removes the \(t_2\to t_2\) terms, so \(\sum_kL_kP_AL_k=4P_T\). Level \(i\) then decays at \(w_i/\tau_T\), with \(w_i=\langle i|P_T|i\rangle\). If relaxation among the levels is much faster than decay, populations stay Boltzmann, and \(\dot n=-\sum_in_iw_i/\tau_T\) gives
\[\frac{\tau_T}\tau=\frac{\sum_ig_iw_ie^{-E_i/kT}}{\sum_ig_ie^{-E_i/kT}}.\]
At \(x^*\) the fourfold levels are −225.4, −24.7, 266.8 with weights 0.464, 0.989, 0.547. With \(kT=208.5\), their Boltzmann factors relative to the lowest are 1, 0.382, 0.094, and those of the doublets at −83.3 and 50.0 are 0.506 and 0.267. The denominator is \(4+1.528+0.377+1.012+0.534=7.45\), the numerator \(1.856+1.511+0.206+1.012+0.534=5.12\), and \(\tau=73\ \mu\)s. At 77 K the lowest level dominates and \(\tau=101\ \mu\)s. Within these 16 states, \(kT\gg V,|\Delta|\) gives \(\tau=\tfrac{16}{12}\tau_T\); \(\Delta\ll-V\) at low temperature gives \(\tau_T\); \(\Delta\gg V,kT\) gives \(\tau_T/\tau\approx V^2/\Delta^2+3e^{-\Delta/kT}\) at leading order with \(\varepsilon_J\) neglected (at 300 K this form is still 14% high for \(\Delta\approx1500\)), so \(\tau\approx\tau_T\Delta^2/V^2\) holds only once the thermal term \(3e^{-\Delta/kT}\) is also small against \(V^2/\Delta^2\).

### (d) Relaxation moves the switch

The root \(x^*\) compares energies at the ⁴A₂ geometry, whereas emission starts from relaxed levels. Take ²E undisplaced, as a nearly \(t_2^3\) state, keep \(V\) and the transition moment independent of the coordinate, and ignore the Jahn-Teller effect. ⁴T₂ carries \(\Delta_0+\hbar\omega b^\dagger b\) with \(b=a+\sqrt S\). The undisplaced vacuum obeys \(b|0\rangle=\sqrt S|0\rangle\). So the vertical gap is \(\Delta=\Delta_0+S\hbar\omega\), and \(\langle n'|b|0\rangle=\sqrt{n+1}\langle(n+1)'|0\rangle=\sqrt S\langle n'|0\rangle\) gives the weights \(F_n=|\langle n'|0\rangle|^2=e^{-S}S^n/n!\) on the displaced levels \(|n'\rangle\).

The zero-phonon levels cross at \(\Delta=S\hbar\omega=1600\). The slope gives \(x_0\approx2.0741+1600/(700\cdot9.635)=2.311\); the exact root is 2.311, with \(10Dq=16176\) cm⁻¹ \(=2.01\) eV. The coupling between the two zero-phonon levels is only \(Ve^{-S/2}=33\) cm⁻¹, so their avoided crossing is narrower than the rigid-lattice one of (c), where the coupling is the full \(V\).

Let \(D_{Jn}=\Delta_0+\varepsilon_J+n\hbar\omega\). When \(D_{Jn}\gg V\sqrt{F_n}\), the first-order ⁴T₂ part of the lowest fourfold level is \(-V\sum_J\sqrt{p_J}|J\rangle\sum_n|n'\rangle\langle n'|0\rangle/D_{Jn}\). Closure over final vibrations makes the rate its squared norm; the zero-phonon intensity is its squared overlap with \(|0\rangle\):
\[w\approx V^2\sum_Jp_J\sum_n\frac{F_n}{D_{Jn}^2},\qquad f\approx\frac{V^2}w\sum_Jp_J\Big(\sum_n\frac{F_n}{D_{Jn}}\Big)^2.\]
Neglecting \(\varepsilon_J\), \(D\) has mean \(\Delta\) and variance \(S(\hbar\omega)^2\). To second order \(\langle1/D\rangle^2\) and \(\langle1/D^2\rangle\) are \(\Delta^{-2}\) times \(1+2\sigma\) and \(1+3\sigma\), with \(\sigma=S(\hbar\omega/\Delta)^2\), so \(f\approx1-\sigma\): a line, because the borrowed amplitude keeps the undisplaced shape. At \(x=2.7\), \(\sigma=4(400/4241)^2=0.036\). The sideband share \(1-f\) is sensitive to taking ²E undisplaced: if the mode couples to the \(e\) occupation of every state, \(f\) falls from 0.96 to 0.94 at \(x=2.7\) and from 0.91 to 0.88 at \(x=2.5\). For \(\Delta_0\ll-V\) the emitting state is \(|0'\rangle\) and \(f\to e^{-S}=0.018\): a band. Direct diagonalisation in the oscillator basis gives, with \(w\) and \(f\) for the lowest fourfold level and \(\tau\) in µs as the thermal average over all levels:

| \(x\) | \(\Delta_0\) | \(w\) | \(f\) | \(\tau_{77}\) | \(\tau_{300}\) |
|---|---|---|---|---|---|
| 1.90 | −2772 | 0.9995 | 0.018 | 50 | 50 |
| 2.07 | −1600 | 0.999 | 0.019 | 50 | 50 |
| 2.31 | 0 | 0.41 | 0.115 | 72 | 69 |
| 2.50 | 1282 | 0.0087 | 0.91 | 5700 | 3000 |
| 2.70 | 2641 | 0.0036 | 0.96 | 14000 | 13000 |

At the Tanabe-Sugano crossing this model ion is still a broadband emitter with \(\tau\approx\tau_T\). Even at \(x_0\), \(f\) is only 0.115; the lowest fourfold level reaches \(f=\tfrac12\) at \(x=2.33\), \(\Delta_0=156\). This locates the switch only when that level alone is populated: thermally occupied ⁴T₂ levels, such as the doublet at \(\Delta_0-83.3\) with \(w=1\) and \(f=e^{-S}\), add band emission and move the switch to larger \(x\) as the temperature rises (Variation 2). At \(x_0\), \(\tau_{77}\) lies below \(\tau_T/w\approx120\ \mu\)s because the fourfold level, at −68.3, is not the lowest one there: the uncoupled doublet at −83.3 with \(w=1\) lies below it, and two further fourfold levels with \(w\approx0.8\) lie 38 and 91 cm⁻¹ above the first. In this model the doublet alone emits as \(T\to0\), with \(\tau=\tau_T\) and \(f=e^{-S}\); its lead of 15 cm⁻¹ is fragile: with all excited terms included it shrinks to about 10 cm⁻¹, and to about 2 cm⁻¹ if the mode also couples to the \(e\) occupation of every state, so this low-temperature limit at \(x_0\) should not be carried over to a real ion. The position of the switch depends on \(S\hbar\omega/B\), so it is not a property of \(c\) alone.

Three omissions have been sized. ²T₁ lies 608 to 645 cm⁻¹ above ²E; including it lengthens \(\tau_{300}\) at \(x=2.7\) from 13328 to 14441 µs, 8% of the former. For \(S=0\), all 120 states give 16958 against 15630 µs, also 8%. Spin-orbit mixing in ⁴A₂ matters more at strong field: the \(\mathbf L+2\mathbf S\) strength, divided by 4, computed like \(w\) from all 120 states at \(S=0\), is 0.00791 against \(w=0.00659\) at \(x=2.5\) and 0.00401 against 0.00310 at 2.7, that is 20% and 29% above \(w\). Long lifetimes from this model are thus semi-quantitative, and they approach growth as \(\Delta^2\) only where \(\sigma\) and the thermal channel are both small, with every other source of ²E intensity excluded. The numerical check below tests the integrals, the matrix, the crossing, \(V\), the level scheme, the thermal average and the formulas for \(w\) and \(f\) by independent computation.

## Variations

**1. How does the crossing move with \(C/B\)?** The matrix of (a) holds for any \(c\), and the same quadratic gives \(x^*=1.915\), 2.074, 2.232 for \(c=4\), 4.5, 5, a mean slope of 0.317. Writing \(10x^*=\alpha-\gamma^2/(\beta+20x^*)\), the last term at \(c=4.5\) is \(4.1275/63.89=0.065\), so \(x^*\approx\alpha/10\). The \(3c\) in \(\alpha\) contributes 0.3 to the slope. Also \(d(uN^{-1}u)/dc=-uN^{-1}\mathrm{diag}(6,3)N^{-1}u<0\): configuration mixing weakens as \(c\) grows, so \(\alpha\) rises faster than \(3c\). A crossing near 2.1 is tied to \(c\) near 4.5.

**2. Why does \(\tau\) nearly halve between 77 and 300 K at \(x=2.5\), \(S=4\)?** For \(\Delta_0\gg V,kT\), ²E dominates the partition function and the two vibrational ladders cancel, so at leading order
\[\frac{\tau_T}\tau\approx w+\tfrac14\sum_J(2J+1)\,e^{-(\Delta_0+\varepsilon_J)/kT}.\]
At 77 K, \(\Delta_0/kT=1282/53.5=24\), the sum is negligible, and \(50/0.0087\) gives 5700 µs; the perturbative \(w=0.00882\) gives 5670 µs. At 300 K the exponents are 6.39, 5.99, 5.75, and the sum is \(0.0025+0.0025+0.0016=0.0066\). Then \(\tau\approx50/0.0153\approx3300\ \mu\)s, about 7% above the diagonalised 3042 µs. The estimate uses the \(w\) of the lowest ²E level for all of them. For the level \(|m\rangle\), \(b^\dagger b=a^\dagger a+\sqrt S(a+a^\dagger)+S\) gives \(D\) the mean \(\Delta\) and the variance \((2m+1)S(\hbar\omega)^2\), so to second order the factor \(1+3\sigma\) becomes \(1+3(2m+1)\sigma\). Here this fixes only the direction of the change: with \(\sigma=0.077\) and the smallest denominator reduced by \(m\hbar\omega\), the expansion understates the growth for \(m\ge1\). Populated levels with \(m\ge1\) therefore shorten \(\tau\), which is the sign of the discrepancy; its size has not been separated from other corrections. The thermal channel emits from relaxed ⁴T₂, so in this estimate about \(0.0066/0.0153\approx0.4\) of the room-temperature light is broadband, beside the line. With \(S=0\) the activation energy is \(\Delta=2882\), and \(\tau\) stays near 7350 µs at both temperatures.

## Table of computed values

```
B=700 C=3150 zso=200 hw=400 cm-1, S=4, tauT=50 us
kT(77K)=53.5 kT(300K)=208.5 cm-1, S*hw=1600 cm-1, exp(-S)=0.0183
uN^-1u=1.6941 vN^-1v=2.5926 gamma=-2.0316 gamma^2=4.1275 (units of B)
alpha=20.8059 beta=22.4074 (units of B)
x* for C/B=4, 4.5, 5: 1.9151 2.0741 2.2323
10Dq at x* = 14519 cm-1 = 1.800 eV
c1..c4 at x*: 0.9826 0.1539 0.0996 -0.0312, n_e=0.0365, slope=9.635
V/zso: pure t2^3 1.1547, at x* 1.2196; V=243.9 cm-1
4T2 shifts J=5/2,3/2,1/2: 50.0 -33.3 -83.3 cm-1
3x3 levels at x*, S=0 (cm-1): -225.4 -24.7 266.8
their 4T2 weights: 0.464 0.989 0.547
model error vs 120 CI at x*: 0.089 (zso=10), 0.355 (zso=20) cm-1
zero-phonon crossing x0=2.3109, 10Dq=16176 cm-1 = 2.006 eV
V*exp(-S/2) at x0 = 33.0 cm-1
f=1/2 at x=2.3339, Delta0=156 cm-1
x=1.900: E(2E)=14472 Delta=-1172 Delta0=-2772 V=244.0 2T1-2E=645 cm-1
  S=0: w=0.9867 tau77=50.5 tau300=50.7 CI120 tau300=50.8 us
  S=4: w=0.9995 f=0.018 tau77=50.0 tau300=50.1 us
  S=4 with 2T1: tau77=50.0 tau300=50.1 us
x=2.074: E(2E)=14519 Delta=-0 Delta0=-1600 V=243.9 2T1-2E=639 cm-1
  S=0: w=0.4645 tau77=101.0 tau300=72.8 CI120 tau300=73.8 us
  S=4: w=0.9989 f=0.019 tau77=50.1 tau300=50.1 us
  S=4 with 2T1: tau77=50.1 tau300=50.1 us
x=2.311: E(2E)=14576 Delta=1600 Delta0=-0 V=243.7 2T1-2E=628 cm-1
  S=0: w=0.0207 tau77=2415.5 tau300=2290.0 CI120 tau300=2416.9 us
  S=4: w=0.4073 f=0.115 tau77=72.3 tau300=68.7 us
  S=4 with 2T1: tau77=72.3 tau300=69.9 us
x=2.500: E(2E)=14618 Delta=2882 Delta0=1282 V=243.6 2T1-2E=618 cm-1
  S=0: w=0.0068 tau77=7351.7 tau300=7348.8 CI120 tau300=7912.1 us
  S=4: w=0.0087 f=0.913 tau77=5724.5 tau300=3042.2 us
  S=4 with 2T1: tau77=5922.7 tau300=3232.8 us
x=2.700: E(2E)=14659 Delta=4241 Delta0=2641 V=243.4 2T1-2E=608 cm-1
  S=0: w=0.0032 tau77=15630.2 tau300=15630.1 CI120 tau300=16957.6 us
  S=4: w=0.0036 f=0.964 tau77=14044.7 tau300=13328.0 us
  S=4 with 2T1: tau77=14545.4 tau300=14441.0 us
x=2.5: perturbative S=4 w=0.00882 f=0.920 tauT/w=5670 us
x=2.5: CI120 w=0.00659, (L+2S) strength/4 to mixed 4A2=0.00791
x=2.7: perturbative S=4 w=0.00358 f=0.966 tauT/w=13961 us
x=2.7: CI120 w=0.00310, (L+2S) strength/4 to mixed 4A2=0.00401
```
